# Why a polarizable tube strengthens the Coulomb interaction at intermediate distance

**Question.** A polarizable medium is expected to weaken the interaction between two charges. In molecules and in semiconducting tubes and wires, the static interaction can instead exceed the bare Coulomb value over a range of distances. Where does the extra strength come from, why is it absent in a bulk solid and in a flat sheet when these are treated as isotropic continuous media, and how large is it along a tube?

**Answer.**

## One molecule between two charges

Hartree atomic units are used throughout. Let two static test charges $c_1$ and $c_2$ be a distance $d$ apart, and let $\mathbf E_1$ and $\mathbf E_2$ be the fields they would produce if each were a unit charge. A small molecule with isotropic polarizability $\alpha_m$ sits in the total field $\mathbf E=c_1\mathbf E_1+c_2\mathbf E_2$. Forming a dipole $\mathbf p$ costs $p^2/2\alpha_m$ and gains $\mathbf p\cdot\mathbf E$. The minimum lies at $\mathbf p=\alpha_m\mathbf E$, with energy

$$U=-\tfrac12\alpha_m|\mathbf E|^2=-\tfrac12\alpha_m\left(c_1^2E_1^2+c_2^2E_2^2\right)-\alpha_m c_1c_2\,\mathbf E_1\cdot\mathbf E_2 .$$

The first two terms exist for each charge alone. The last belongs to the pair. The screened interaction $W$ is defined as the coefficient of $c_1c_2$ in the energy, so

$$W=\frac1d+\Delta W,\qquad \Delta W=-\alpha_m\,\mathbf E_1\cdot\mathbf E_2 .$$

Everything depends on the angle between the two fields. Let $\mathbf s$ be the position of the molecule relative to the midpoint of the charges. Its positions relative to the charges are $\mathbf r_{1,2}=\mathbf s\pm\mathbf d/2$, and

$$\mathbf E_1\cdot\mathbf E_2=\frac{\mathbf r_1\cdot\mathbf r_2}{r_1^3r_2^3}=\frac{s^2-d^2/4}{r_1^3r_2^3}.$$

Inside the sphere whose diameter joins the charges the product is negative and $\Delta W>0$: the molecule antiscreens. Outside the sphere it screens.

The physical reason is that like charges produce opposing fields between them. Together they polarize the molecule less than they would separately, and part of the energy gain is lost when they share it. This raises their repulsion. For opposite charges the fields in between add, the gain grows, and the attraction is strengthened. One positive $\Delta W$ describes both cases.

At the midpoint each field has magnitude $4/d^2$, so $\Delta W=16\alpha_m/d^4$. With $\alpha_m=10$ bohr³ and $d=20$ bohr this is $160/160000=0.0010$ hartree, or 2% of the bare $0.050$ hartree.

## Why a bulk solid screens

Fill space with $n$ such molecules per volume and work to first order in $n\alpha_m$, so that the molecules do not act on one another. Then $\Delta W=-n\alpha_m\int\mathbf E_1\cdot\mathbf E_2\,d^3r$. Place the origin at charge 1 and let $u$ be the cosine of the angle from the direction of charge 2. Since $r^2\mathbf E_1=\hat{\mathbf r}$,

$$r^2\,\mathbf E_1\cdot\mathbf E_2=\frac{r-du}{(r^2+d^2-2rdu)^{3/2}}=-\frac{\partial}{\partial r}\frac{1}{\sqrt{r^2+d^2-2rdu}} .$$

The antiscreening sphere is $0<r<du$ with $u>0$. Its contribution is

$$2\pi\int_0^1\!du\left[\frac1d-\frac{1}{d\sqrt{1-u^2}}\right]=\frac{2\pi}{d}\left(1-\frac{\pi}{2}\right)=-\frac{\pi(\pi-2)}{d}.$$

Over a whole ray, from $r=0$ to infinity, the radial integral is $1/d$ for every $u<1$, so all space gives $4\pi/d$. The exterior therefore gives $4\pi/d+\pi(\pi-2)/d=\pi(\pi+2)/d$. Numerically the interior contributes $-3.59/d$ and the exterior $+16.15/d$. A solid also contains antiscreening dipoles between the charges, but those outside outweigh them, and $\Delta W=-4\pi n\alpha_m/d$.

This suggests removing the exterior. A line of matter joining the charges leaves much less material at the sides.

## The sheet is the marginal case

Consider a plane that responds only to in-plane fields, with polarizability $\chi$ per area, the same in every in-plane direction. Put both charges at height $h$ on the same side. In the plane, the potential of a unit charge has the two-dimensional transform $2\pi e^{-qh}/q$, and the field brings a factor $q$ for each charge. Hence

$$\int\mathbf E_1\cdot\mathbf E_2\,d^2r=\int\!\frac{d^2q}{(2\pi)^2}\,q^2\left(\frac{2\pi}{q}\right)^2e^{-2qh}e^{i\mathbf q\cdot\mathbf d}=\int d^2q\,e^{-2qh}e^{i\mathbf q\cdot\mathbf d}.$$

To evaluate it, start from $\int d^2q\,e^{-qz}e^{i\mathbf q\cdot\mathbf d}/(2\pi q)=(d^2+z^2)^{-1/2}$, apply $-\partial/\partial z$ and set $z=2h$:

$$\int\mathbf E_1\cdot\mathbf E_2\,d^2r=\frac{4\pi h}{(d^2+4h^2)^{3/2}} .$$

As $h\to0$ at fixed $d$ this vanishes. In a plane, the screening and antiscreening regions balance to first order.

The remaining sign is set by dipoles acting on one another. For charges in the plane, the induced charge is $\sigma_q=-\chi q^2\phi_q$, and $\phi_q=(2\pi/q)(1+\sigma_q)$. Solving gives $\phi_q=2\pi/[q(1+r_0q)]$ with $r_0=2\pi\chi$. Writing $1/(1+r_0q)=\int_0^\infty e^{-t}e^{-tr_0q}dt$ and using the transform quoted above with $z=r_0t$,

$$W_{\rm sheet}(r)=\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{r^2+r_0^2t^2}}<\frac1r .$$

Within this model a sheet screens at every distance. Isotropy is essential, because the case is marginal. With $\chi_x\neq\chi_y$ the first-order transform is $-(\chi_xq_x^2+\chi_yq_y^2)(2\pi/q)^2$. Since $1/q^2\to-\ln r/2\pi$, this gives $\Delta W\simeq2\pi(\chi_x-\chi_y)\cos2\theta/r^2$ at large $r$, with $\theta$ measured from $x$. An anisotropic sheet therefore antiscreens at long distance along its more polarizable axis. For $2\pi\chi_x=10$ and $2\pi\chi_y=5$ bohr, the full interaction along $x$ is 1.05 times the bare value at 40 bohr.

## The potential along a tube

Now take an infinite, thin tube of radius $R$ with both charges on its axis. The tube has an energy gap and responds locally and statically to the axial field at its wall: $P=\alpha E_z$, where $P$ is the dipole moment per length and $\alpha$ has the unit bohr². Radial response is added later. The induced charge per length is $\lambda=-dP/dz$. With $f_q=\int f(z)e^{-iqz}dz$ and $E_z=-d\phi/dz$,

$$\lambda=\alpha\,\frac{d^2\phi}{dz^2}\quad\Rightarrow\quad\lambda_q=-\alpha q^2\phi_q .$$

Two electrostatic kernels are needed; take $q>0$, since both are even in $q$. A unit charge on the axis produces at the wall

$$\int_{-\infty}^{\infty}\frac{e^{-iqz}}{\sqrt{R^2+z^2}}\,dz=2K_0(qR).$$

A charge wave $\lambda_q$ on the wall produces a potential that satisfies Laplace's equation on both sides and is continuous at $R$: $C\,I_0(q\rho)K_0(qR)$ inside and $C\,I_0(qR)K_0(q\rho)$ outside. The surface charge is $\lambda_q/2\pi R$, so the radial field must jump by $4\pi\lambda_q/2\pi R=2\lambda_q/R$. The jump of the trial solution is

$$Cq\,[I_1(qR)K_0(qR)+I_0(qR)K_1(qR)]=\frac{C}{R},$$

because the bracket is the Wronskian $1/(qR)$. Thus $C=2\lambda_q$. The potential is $2I_0K_0\lambda_q$ at the wall and, since $I_0(0)=1$, $2K_0\lambda_q$ on the axis. Arguments $qR$ are understood.

At the wall the total potential obeys $\phi_q=2K_0+2I_0K_0\lambda_q=2K_0-2\alpha q^2I_0K_0\,\phi_q$, hence

$$\phi_q=\frac{2K_0}{\varepsilon(q)},\qquad \varepsilon(q)=1+2\alpha q^2I_0(qR)K_0(qR).$$

The induced charge is $\lambda_q=-2\alpha q^2K_0/\varepsilon$. Multiplying by $2K_0$ to return to the axis, and using evenness in $q$ for the inverse transform,

$$\boxed{\;\Delta W(z)=-\frac1\pi\int_0^\infty\cos(qz)\,\frac{4\alpha q^2K_0(qR)^2}{\varepsilon(q)}\,dq\;}$$

For $qR\gg1$, $I_0K_0\to1/(2qR)$ and $\varepsilon\to1+(\alpha/R)q$. This is the sheet again: since $\alpha=2\pi R\chi$, its length is $r_0=\alpha/R$. For $q\to0$, $q^2\ln q\to0$ and $\varepsilon\to1$, so very long waves are unscreened. For $q>0$, $\varepsilon(q)>1$. Every Fourier component of the wall potential is reduced, yet the potential at a given point may rise, because components with different signs of $\cos(qz)$ are reduced by different amounts.

## Why antiscreening must occur

At $z=0$ the integrand is positive, so $\Delta W(0)<0$: the tube screens at short distance. The integral of $\Delta W$ over the axis is its transform at $q=0$:

$$\int_{-\infty}^{\infty}\Delta W\,dz=-\lim_{q\to0}\frac{4\alpha q^2K_0(qR)^2}{\varepsilon(q)}=0,$$

because $q^2\ln^2q\to0$. A function that is negative at the origin and has zero integral must be positive somewhere.

There is a direct picture of this rule. The induced charge is neutral. The potential of a unit ring at $z'$, integrated along the axis from $-L$ to $L$, tends to $2\ln(2L/R)$ as $L$ grows, whatever the value of $z'$. Weighted with a neutral charge distribution, this common value cancels. The tube can move potential along its axis but cannot lower the total.

A metallic tube escapes the argument. There $\alpha$ diverges as $q\to0$ so that $\alpha q^2$ tends to a constant $C_0>0$. The induced transform becomes $-4C_0K_0^2/(1+2C_0I_0K_0)\to-2K_0$ to leading logarithm. It does not vanish, and it cancels the long-range logarithm of the bare interaction.

## The long-distance tail

At large $z$ the integral is governed by the singular behaviour of the transform at $q=0$. There $K_0(qR)\approx-\Lambda$, with $\Lambda=\ln|q|+c$ and $c=\ln(R/2)+\gamma$, where $\gamma$ is Euler's constant, and $\varepsilon\approx1$. So $\Delta W_q\approx-4\alpha q^2\Lambda^2$.

To transform the logarithms, use for $z>0$, with a vanishing convergence factor,

$$\frac1{2\pi}\int_{-\infty}^{\infty}|q|^se^{iqz}dq=-\frac1\pi\sin\frac{\pi s}2\,\Gamma(1+s)\,z^{-1-s}=-\frac{s}{2z}\left[1-s(\gamma+\ln z)+\dots\right].$$

On the left, $|q|^s=1+s\ln|q|+\tfrac12s^2\ln^2|q|+\dots$. Equal powers of $s$ give

$$1\to0,\qquad \ln|q|\to-\frac1{2z},\qquad \ln^2|q|\to\frac{\gamma+\ln z}{z}.$$

Therefore $\Lambda^2=\ln^2|q|+2c\ln|q|+c^2$ transforms into $(\gamma+\ln z-c)/z=\ln(2z/R)/z$. The factor $-q^2$ is a second derivative. The first derivative of $\ln(2z/R)/z$ is $[1-\ln(2z/R)]/z^2$, and one more gives

$$\Delta W(z)\simeq4\alpha\frac{d^2}{dz^2}\frac{\ln(2z/R)}{z}=\frac{4\alpha}{z^3}\left[2\ln\frac{2z}{R}-3\right].$$

The tail is positive. Relative to $1/z$ it falls as $\ln z/z^2$, so $W/v\to1$, where $v=1/z$. The tube screens nearby and has no relative effect far away, which places the enhancement at intermediate distance.

## Which dipoles do the work

Let $P_1$ be the self-consistent polarization due to charge 1 alone. The energy of its induced charge in the bare potential $\phi_2$ of charge 2 is, after integration by parts,

$$\Delta W(d)=\int\lambda_1\phi_2\,dz=\int P_1\frac{d\phi_2}{dz}\,dz=-\int P_1E_{2z}\,dz .$$

The logarithm can be read from this form. To first order $P_1=\alpha E_{1z}$. Near charge 1, at a small displacement $z$ towards charge 2, the partner's field is $E_{2z}\approx-(1+2z/d)/d^2$. The constant part gives $+\alpha/(Rd^2)$ on the inner side and $-\alpha/(Rd^2)$ on the outer side, since $\int_0^\infty z(R^2+z^2)^{-3/2}dz=1/R$. These cancel. The gradient part gives

$$\frac{2\alpha}{d^3}\,2\int_0^{\sim d}\frac{z^2\,dz}{(R^2+z^2)^{3/2}}\approx\frac{4\alpha}{d^3}\ln\frac dR .$$

The surroundings of charge 2 contribute the same, in total $8\alpha\ln(d/R)/d^3$, which is the leading term of the tail. The inner dipoles win because the partner's field is stronger on the side facing it.

## Numbers for a model tube

Take the round parameters $R=5$ bohr and $\alpha=50$ bohr², so that $r_0=50/5=10$ bohr. No particular material is meant. The table compares the tube with a sheet of equal surface polarizability; energies are in hartree. The sheet charges lie in the plane, whereas the tube charges are a distance $R$ from the wall. With the charges at height $R$ above the sheet, $W$ is 0.1669, 0.0786, 0.0416, 0.0230 and 0.0098 at 5, 10, 20, 40 and 100 bohr, still below $1/z$.

| $z$ (bohr) | $1/z$ | tube $W$ | sheet $W$ | tube $W/v$ |
|---:|---:|---:|---:|---:|
| 5 | 0.2000 | 0.1627 | 0.1185 | 0.81 |
| 10 | 0.1000 | 0.0907 | 0.0755 | 0.91 |
| 20 | 0.0500 | 0.0571 | 0.0441 | 1.14 |
| 40 | 0.0250 | 0.0306 | 0.0239 | 1.22 |
| 100 | 0.0100 | 0.0110 | 0.0099 | 1.10 |
| 200 | 0.0050 | 0.0052 | 0.0050 | 1.03 |

At 20 bohr, for example, $\Delta W=0.0071$ hartree, and $(0.0500+0.0071)/0.0500=1.14$. The sign changes at 13.2 bohr (7.0 Å), or $13.2/5=2.6$ radii. A scan from 0.5 to 2000 bohr found one sign change; that there is just one is a numerical finding for these parameters. The ratio $W/v$ is greatest, 1.22, at about 36 bohr (19 Å), where $\Delta W=0.0063$ hartree (171 meV).

The Fourier formula was tested against a real-space solution for a long finite tube made of charged rings. At 20 bohr the two give 0.007059 and 0.007058 hartree.

The zero-integral rule is visible in the areas under $\Delta W$ on one half of the axis: $-0.380$ hartree bohr up to the crossover, $+0.379$ from there to 1000 bohr, and $+0.001$ beyond, from the tail law. At 1000 bohr the tail law gives $200\,(2\ln400-3)/10^9=1.80\times10^{-6}$ hartree, and the full integral is larger by 0.6% of that.

The split by position confirms the mechanism. At $d=4$ bohr, dipoles between the charges give $+0.005$ hartree and those outside $-0.049$. The charges are then closer than one radius, and most of the polarized wall lies beyond them on either side. Out there the two axial fields point the same way, so the tube screens. At $d=40$ bohr the parts are $+0.01221$ and $-0.00666$, with the sum $+0.00555$ hartree. The outer part is still only about half as large as the inner one, so the cancellation described above is far from complete at this distance.

For $\alpha=10$, 50 and 250 bohr² the crossover lies at 10.15, 13.17 and 19.99 bohr, and the greatest ratio is 1.07, 1.22 and 1.47. To first order in $\alpha$ the crossover is a fixed multiple of $R$, because $\alpha$ is then a mere prefactor. Its outward shift is thus an effect of the dipoles acting on one another.

## What could spoil the effect

A real wall also polarizes radially. The radial fields of two like charges both point outward, so their product is positive everywhere on the wall and this response screens. Let $\alpha_\perp$ be the radial polarizability per length. Near charge 1, $E_{2\rho}\approx R/d^3$ while $\int E_{1\rho}\,dz=\int R(R^2+z^2)^{-3/2}dz=2/R$. The product is $2/d^3$, and the region around charge 2 doubles it:

$$\Delta W_\perp\simeq-\frac{4\alpha_\perp}{d^3}\qquad\text{(first order)}.$$

Direct quadrature at 2000 bohr gives the coefficient 4.001. The zero-integral rule is now broken: the integral of $\Delta W_\perp$ over $d$ is $-\alpha_\perp(2/R)^2$. The antiscreening tail survives at this order, since it carries a logarithm that the radial term lacks. This estimate leaves out the radial field of the induced axial charge, which enters at the same order in $\alpha_\perp$ and in $1/d$. At small $q$ the singular part of the direct field $2qK_1$ is $q^2R\ln q$. The induced charge $\lambda_q\approx2\alpha q^2\ln q$ adds $\lambda_q/R$ when averaged over the two faces of the wall. For radial dipoles in the middle of the wall, the coefficient 4 thus becomes $4(1+2\alpha/R^2)$, which is 20 for the model tube (4 on the inner face, 36 on the outer). The summed tails are then positive once $2\ln(2d/R)-3>(\alpha_\perp/\alpha)(1+2\alpha/R^2)$, an asymptotic condition that underestimates the true onset. To first order in $\alpha_\perp$, radial response delays and weakens the effect without removing the far tail. For $\alpha_\perp=5$ bohr² the crossover moves from 13 to about 19 bohr and the greatest ratio falls from 1.22 to 1.16.

A polarizable surrounding medium restores the exterior that the tube lacks. At sufficiently large distances, the screening contribution of a weakly polarizable medium approaches the one found for the bulk. The polarization of the tube makes this approach slow. For a medium filling $\rho>R$ around the model tube, the contribution is 1.38 times the bulk value at 40 bohr and 1.07 times at 200 bohr. A weak medium suffices to remove the effect: $W/v$ stays below 1 at all distances once the outer dielectric constant exceeds about 1.2 (about 1.4 for $\alpha=250$ bohr²), so the enhancement belongs to tubes in or near vacuum. The model also assumes a local response, which is doubtful at distances comparable with the atomic spacing, and a static one, which requires the charges to change slowly compared with the electronic response. The full set of values is in the numerical output below.

## Table of computed values

```
tube radius R = 5.0 bohr, alpha = 50.0 bohr^2
equivalent sheet length r0 = alpha/R = 10.0 bohr
molecule: alpha_m = 10.0 bohr^3, d = 20.0 bohr, bare 1/d = 0.05000 hartree
  dW, molecule at midpoint: 1.000e-03 hartree
  dW, molecule at inside sphere, off axis: 2.544e-04 hartree
  dW, molecule at outside sphere: -3.702e-05 hartree
d * integral E1.E2 inside sphere: -3.5864
d * integral E1.E2 outside sphere: 16.1528
d * integral E1.E2 all space: 12.5664
plane, height 1.0, d 3.0 bohr: quadrature 0.26810, formula 0.26810 bohr^-2
eps(q = 0.01 bohr^-1) = 1.0312
eps(q = 0.10 bohr^-1) = 1.9831
eps(q = 0.50 bohr^-1) = 6.1278
z (bohr), dW from rings, dW from Fourier formula (hartree):
    0.0  -0.059640  -0.059638
    4.0  -0.043944  -0.043946
   10.0  -0.009312  -0.009314
   20.0  0.007058  0.007059
   40.0  0.005552  0.005551
   80.0  0.001628  0.001628
z (bohr), 1/z, W tube, W sheet (hartree), tube ratio W/v:
    5.0  0.20000  0.16274  0.11845  0.8137
   10.0  0.10000  0.09069  0.07546  0.9069
   20.0  0.05000  0.05706  0.04406  1.1412
   30.0  0.03333  0.04057  0.03102  1.2171
   40.0  0.02500  0.03055  0.02387  1.2221
   60.0  0.01667  0.01962  0.01628  1.1770
  100.0  0.01000  0.01096  0.00991  1.0962
  200.0  0.00500  0.00515  0.00499  1.0309
crossover distance = 13.17 bohr = 6.97 angstrom
greatest W/v = 1.2247 at z = 35.8 bohr = 19.0 angstrom
dW there = 0.006268 hartree = 170.6 meV
d = 4 bohr: dipoles between 0.00484, outside -0.04879, sum -0.04394 hartree
d = 40 bohr: dipoles between 0.01221, outside -0.00666, sum 0.00555 hartree
area of dW, 0 to crossover: -0.38001 (hartree bohr)
area of dW, crossover to 1000 bohr: 0.37901
area of dW beyond, from tail law: 0.00100
z = 1000 bohr: dW = 1.8070e-06, tail law 1.7966e-06 hartree
z = 2000 bohr: dW = 2.5969e-07, tail law 2.5923e-07 hartree
first-order dW at 60 bohr = 0.002989 hartree, self-consistent 0.002951 hartree
radial response: -dW z^3/alpha_perp at 2000 bohr = 4.0007
alpha = 10 bohr^2: crossover 10.15 bohr, greatest W/v 1.0726 at 24.4 bohr
alpha = 50 bohr^2: crossover 13.17 bohr, greatest W/v 1.2247 at 35.8 bohr
alpha = 250 bohr^2: crossover 19.99 bohr, greatest W/v 1.4724 at 67.6 bohr
```
